# Coherent misfit strain and the suppression of the chemical spinodal

## 1. Two kinds of layer, one common width

Take a crystal of uniform composition \(c_0\), free of stress. Redistribute its atoms into many thin layers of equal thickness, normal to \(x\), with compositions alternately \(c_0+\delta\) and \(c_0-\delta\). Here \(c\) is the atomic fraction of one component. If the lattice parameter is \(a(c)\), define the misfit coefficient

\[
\eta=\frac{d\ln a}{dc}.
\]

Cut apart, the layers would have linear strains \(+\eta\delta\) and \(-\eta\delta\) relative to the original crystal. In a coherent crystal the lattice planes run unbroken through the interfaces, so all layers must share one in-plane strain \(\epsilon_0\). The elastic in-plane strains are therefore \(\epsilon_0-\eta\delta\) and \(\epsilon_0+\eta\delta\).

Each layer can change its thickness freely, so \(\sigma_{xx}=0\). Its in-plane stresses are equal, \(\sigma_{yy}=\sigma_{zz}=\sigma\). For an isotropic solid with Young modulus \(E\) and Poisson ratio \(\nu\), Hooke's law relates them to the elastic in-plane strain \(e\):

\[
e=\frac{\sigma-\nu\sigma}{E}
\quad\Rightarrow\quad
\sigma=Ye,\qquad Y=\frac{E}{1-\nu}.
\]

Two stress components do work, so the energy per volume is \(\tfrac12(\sigma e+\sigma e)=Ye^2\). Averaged over the two kinds of layer,

\[
\tfrac12Y(\epsilon_0-\eta\delta)^2+\tfrac12Y(\epsilon_0+\eta\delta)^2
=Y(\epsilon_0^2+\eta^2\delta^2).
\]

The body is free to choose \(\epsilon_0\), and chooses zero. The cost is \(Y\eta^2\delta^2\).

The chemical free energy per volume, \(f(c)\), is that of stress-free uniform material. Its average changes by

\[
\tfrac12[f(c_0+\delta)+f(c_0-\delta)]-f(c_0)
=\tfrac12f''(c_0)\delta^2+O(\delta^4).
\]

Adding the two contributions gives \(\tfrac12[f''+2\eta^2Y]\delta^2\). The factor 2 arises because a curvature enters an energy with a factor one half, while the biaxial energy \(Ye^2\) has none.

This stack has a special shape. The next part shows that, in the interior of an isotropic body, the result holds for every small composition field of zero mean that varies over distances small compared with the body. Fields concentrated at a free surface are an exception, described in Part 3.

## 2. Any composition field in an isotropic solid

**Assumptions.** Strains are small, the solid is in mechanical equilibrium, no external stress acts, and no dislocations relieve the misfit. The composition varies over distances small compared with the body, so a periodic cell represents the interior. The mean strain of the cell is free.

Let \(\delta c=c-c_0\), with zero mean. The stress-free strain is \(\eta\,\delta c\,\delta_{ij}\). If \(\epsilon_{ij}\) is the total strain, derived from a displacement \(\mathbf u\), the elastic strain and energy density are

\[
e_{ij}=\epsilon_{ij}-\eta\,\delta c\,\delta_{ij},\qquad
W=\frac{\lambda}{2}(e_{kk})^2+\mu e_{ij}e_{ij},
\]

where \(\lambda\) and \(\mu\) are the Lamé constants. Because \(\delta c\) has zero mean, a uniform strain has no cross term with it. It would add a positive energy, so the free mean strain is zero.

Expand \(\delta c=\sum_{\mathbf k\ne0}c_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}\). With uniform moduli, different wavevectors do not mix in the average of \(W\), and each mode can be minimised separately. Write \(s=\eta c_{\mathbf k}\), \(k=|\mathbf k|\) and \(\mathbf n=\mathbf k/k\). Split the displacement amplitude into parts along and across \(\mathbf n\):

\[
\mathbf u_{\mathbf k}=-\frac{i\alpha}{k}\mathbf n+\mathbf t,\qquad \mathbf t\cdot\mathbf n=0.
\]

The strain amplitude is \(\tfrac{i}{2}(k_iu_j+k_ju_i)\), so

\[
e_{ij}=\alpha n_in_j+\frac{ik}{2}(n_it_j+t_in_j)-s\delta_{ij}.
\]

Its trace is \(\alpha-3s\). In the sum of squared moduli, the shear part has no overlap with the other two, because \(\mathbf t\) is perpendicular to \(\mathbf n\). The normal component along \(\mathbf n\) is \(\alpha-s\), and the two across it are \(-s\). Hence

\[
W_{\mathbf k}=\frac{\lambda}{2}|\alpha-3s|^2
+\mu\left(|\alpha-s|^2+2|s|^2+\frac{k^2|\mathbf t|^2}{2}\right).
\]

The transverse part only adds energy, so \(\mathbf t=0\). Stationarity in \(\alpha\) requires

\[
\lambda(\alpha-3s)+2\mu(\alpha-s)=0
\quad\Rightarrow\quad
\alpha=\frac{3\lambda+2\mu}{\lambda+2\mu}\,s.
\]

This condition says that the normal stress along \(\mathbf k\) vanishes, as it did in the layers. It gives

\[
\alpha-3s=-\frac{4\mu s}{\lambda+2\mu},\qquad
\alpha-s=\frac{2\lambda s}{\lambda+2\mu}.
\]

Substitute both into the energy:

\[
\begin{aligned}
W_{\mathbf k}
&=|s|^2\,\frac{8\lambda\mu^2+4\lambda^2\mu+2\mu(\lambda+2\mu)^2}{(\lambda+2\mu)^2}\\
&=|s|^2\,\frac{4\lambda\mu+2\mu(\lambda+2\mu)}{\lambda+2\mu}
=2\mu\,\frac{3\lambda+2\mu}{\lambda+2\mu}\,|s|^2 .
\end{aligned}
\]

The second line uses \(8\lambda\mu^2+4\lambda^2\mu=4\lambda\mu(\lambda+2\mu)\). Now insert

\[
2\mu=\frac{E}{1+\nu},\quad
3\lambda+2\mu=\frac{E}{1-2\nu},\quad
\lambda+2\mu=\frac{E(1-\nu)}{(1+\nu)(1-2\nu)}.
\]

The ratio of the last two is \((1+\nu)/(1-\nu)\), so \(W_{\mathbf k}=Y\eta^2|c_{\mathbf k}|^2\). Neither the direction nor the length of \(\mathbf k\) remains. Summing over modes, with \(\sum|c_{\mathbf k}|^2=\langle\delta c^2\rangle\), gives

\[
\boxed{\langle W\rangle=\frac{E}{1-\nu}\,\eta^2\langle\delta c^2\rangle}
\]

**Two limits.** If all displacement were forbidden, then \(\alpha=0\) and the coefficient of \(|s|^2\) would be \(9\lambda/2+3\mu=9K/2\), with bulk modulus \(K=\lambda+2\mu/3\). Relaxation along \(\mathbf k\) reduces the energy to the fraction

\[
\frac{Y}{9K/2}=\frac{2(1-2\nu)}{3(1-\nu)},
\]

which is 0.38 for \(\nu=0.3\). If instead \(\mu\to0\) at fixed \(K\), the formula gives \(Y\to6\mu\to0\). The penalty needs shear rigidity: a medium that cannot support shear accommodates the volume changes without stored energy.

## 3. The stability condition

Let the gradient energy be \(\kappa|\nabla c|^2\), with \(\kappa>0\) and no factor one half. A mode contributes \(\kappa k^2|c_{\mathbf k}|^2\). The linear term in the expansion of \(f\) vanishes because the mean composition is conserved. To second order, the change in free energy per volume is

\[
\Delta F=\frac12\sum_{\mathbf k\ne0}
\left[f''+2\eta^2Y+2\kappa k^2\right]|c_{\mathbf k}|^2 .
\]

The gradient term vanishes at long wavelength; the elastic term does not. The limit of stability in the interior of the body is therefore

\[
\boxed{f''(c_0)+\frac{2\eta^2E}{1-\nu}=0}
\]

This is the coherent spinodal. The chemical spinodal, \(f''=0\), is a property of stress-free material and stays where it was. Since \(Y>0\), the coherent instability needs \(f''\) to be sufficiently negative, and so lies inside the chemical spinodal. Between the two, small coherent waves in the interior decay, although separation into stress-free regions would still lower \(f\). Loss of coherency can open that route.

**Why this is not a new \(f(c)\).** If the composition of a free body changes uniformly, the body expands by \(\eta\,\delta c\) and stores no elastic energy. The extra curvature belongs to variations about a fixed mean. Even some non-uniform fields are free of stress. If \(\delta c\) is linear in position, the stress-free strain is linear too. Strain compatibility involves second derivatives, which vanish, so a simply connected free body can adopt this strain everywhere. For this reason the wavelength must be small compared with the body.

**Free surfaces.** A short wavelength is not enough if the wave sits at a free surface. Take \(\delta c=A\cos kx\,e^{-kz}\) below the surface \(z=0\), with \(\epsilon_{yy}=0\). Try \(\sigma_{yy}=-E\eta\,\delta c\) as the only stress. It is in equilibrium and exerts no force on the surface. The total strains are then \(\epsilon_{xx}=\epsilon_{zz}=(1+\nu)\eta\,\delta c\) with no shear, and they are compatible because \(\nabla^2\delta c=0\). The energy density is \(\tfrac12E\eta^2\delta c^2\), the fraction \((1-\nu)/2\) of the interior value. When the gradient energy is negligible, such a wave becomes unstable at \(f''+\eta^2E=0\), between the chemical and the coherent spinodal. The rest of the text treats the interior.

## 4. Moduli and misfit that vary with composition

The derivation used uniform \(Y\) and \(\eta\). Their variation does not alter the quadratic term. The reference state is unstressed, so \(W\) is already quadratic in \(e\), and \(e\) is of order \(\delta c\). A correction of relative order \(\delta c\) to the modulus or the misfit changes the energy at order \(\delta c^3\) or higher. The values of \(Y\) and \(\eta\) at \(c_0\) are the ones to use. A pre-existing stress would remove this protection.

The layered wave \(\delta c=A\cos kx\) gives one example of the correction. Let the modulus be \(Y(1+p\,\delta c)\) at constant \(\nu\), and the stress-free strain \(s=\eta\,\delta c+b\,\delta c^2\). Minimising \(\langle Y(1+p\,\delta c)(\epsilon_0-s)^2\rangle\) over the common strain \(\epsilon_0\) gives

\[
\frac{\langle W\rangle}{Y}=\langle(1+p\,\delta c)s^2\rangle-\langle(1+p\,\delta c)s\rangle^2,
\]

because \(\langle1+p\,\delta c\rangle=1\). With \(\langle\delta c^2\rangle=A^2/2\), \(\langle\delta c^4\rangle=3A^4/8\) and vanishing odd averages,

\[
\frac{\langle W\rangle}{Y}=\frac{\eta^2A^2}{2}
+A^4\left[\frac38(b^2+2p\eta b)-\frac14(b+p\eta)^2\right].
\]

For \(\eta=0.03\), \(p=0.8\) and \(b=0.01\), the bracket is \(-7.15\times10^{-5}\). Relative to the leading term, the correction is \(-0.159A^2\). At \(A=0.30\) this is a reduction of 1.4 %, and a direct solution of the layer problem gives the ratio 0.9857. At \(A=0.01\) the ratio is 0.99998. The cubic terms vanish here because the wave is symmetric about \(c_0\). A field with \(\langle\delta c^3\rangle\ne0\) would in general have a relative correction linear in its amplitude, which can be much larger.

## 5. Diffusion under the coherency stress

The rate of diffusion follows from the potential \(\mu_d=\delta F/\delta c\). At mechanical equilibrium the energy is stationary in the displacement, so the elastic part can be found at fixed total strain:

\[
\left.\frac{\partial W}{\partial c}\right|_{\epsilon}
=\sigma_{ij}\frac{\partial e_{ij}}{\partial c}=-\eta\sigma_{kk}.
\]

The minus sign means that tension favours the larger component. Isotropic elasticity gives \(\sigma_{kk}=(3\lambda+2\mu)e_{kk}\). For each mode, Part 2 gave \(e_{kk}=-4\mu s/(\lambda+2\mu)\), so

\[
\sigma_{kk}=-\frac{4\mu(3\lambda+2\mu)}{\lambda+2\mu}\,s=-2Y\eta\,c_{\mathbf k}.
\]

Summed over modes, \(-\eta\sigma_{kk}=2\eta^2Y\delta c\). Regions rich in the larger component are compressed, which drives that component out. The linearised potential, apart from a constant, is

\[
\mu_d=(f''+2\eta^2Y)\,\delta c-2\kappa\nabla^2\delta c .
\]

With mobility \(M\) taken as constant, \(\partial c/\partial t=M\nabla^2\mu_d\). Each mode then varies as \(e^{rt}\), with

\[
r(k)=-Mk^2\left[g+2\kappa k^2\right],\qquad g=f''+2\eta^2Y .
\]

If \(g>0\), every interior mode decays. If \(g<0\), modes grow when \(k^2<k_c^2=-g/(2\kappa)\). The fastest satisfies \(dr/d(k^2)=-M(g+4\kappa k^2)=0\), so \(k^2=k_c^2/2\), and its wavelength is \(\sqrt2\) times the critical one. Since elasticity makes \(g\) less negative, it lengthens both.

## 6. The spinodal temperature of a regular solution

Use the mean-field regular solution with interaction energy \(\Omega>0\) and molar volume \(V\), both constant:

\[
f=\frac{1}{V}\left\{\Omega c(1-c)+RT[c\ln c+(1-c)\ln(1-c)]\right\}.
\]

The second derivative of \(c(1-c)\) is \(-2\), and that of the bracket is \(1/c+1/(1-c)=1/[c(1-c)]\). Thus

\[
f''=\frac1V\left[\frac{RT}{c(1-c)}-2\Omega\right].
\]

Setting \(f''+2\eta^2Y=0\) and solving for \(T\) gives

\[
T_{\rm coh}=\frac{2c(1-c)}{R}\left(\Omega-\eta^2YV\right),\qquad
T_{\rm chem}-T_{\rm coh}=\frac{2c(1-c)\eta^2YV}{R}.
\]

In this model, with \(\eta\) and \(Y\) independent of composition and temperature, misfit simply replaces \(\Omega\) by \(\Omega-\eta^2YV\) in the stability limit. If \(\eta^2YV\ge\Omega\), no coherent spinodal exists at positive temperature.

Both limits have the form \(T=4c(1-c)T_{1/2}\), where \(T_{1/2}\) is the value at \(c=\tfrac12\). At a given lower temperature the spinodal compositions are therefore

\[
c_\pm=\frac12\left[1\pm\sqrt{1-T/T_{1/2}}\right].
\]

## 7. Numbers for a model alloy

Take \(\Omega=20\) kJ/mol, \(V=10\) cm³/mol, \(\eta=0.03\), \(E=120\) GPa, \(\nu=0.30\) and \(\kappa=10^{-10}\) J/m. Then

\[
Y=\frac{120}{0.70}=171.4\ \text{GPa},\qquad
2\eta^2Y=2(0.03)^2(171.4\ \text{GPa})=308.6\ \text{MJ/m}^3 .
\]

Multiplied by \(V\), this is 3.09 kJ/mol. Solving the full elastic problem for a random composition field on a \(7\times7\times7\) periodic grid also gives 308.6 MJ/m³.

At \(c=0.5\), \(\eta^2YV=1.543\) kJ/mol, and

\[
T_{\rm chem}=\frac{0.5\times20000}{8.314}=1203\ \text{K},\qquad
T_{\rm coh}=\frac{0.5\times(20000-1543)}{8.314}=1110\ \text{K}.
\]

The lowering is 93 K. At \(c=0.3\) the limits are 1010 K and 932 K, a lowering of 78 K. At 1050 K the chemically unstable range is \(0.322<c<0.678\), while the coherently unstable range is \(0.384<c<0.616\).

Now follow a wave of length 10 nm at \(c_0=0.5\). Its wavenumber is \(6.283\times10^8\) m⁻¹, and \(2\kappa k^2=79.0\) MJ/m³. Let \(D\) be the diffusivity that the same mobility would give in a stress-free ideal solution, where \(\Omega=0\) and \(f''=RT/[Vc_0(1-c_0)]\). Then \(D=Mf''\) gives \(M=Dc_0(1-c_0)V/(RT)\). Take \(D=10^{-20}\) m²/s, held fixed at both temperatures. The nonlinear diffusion equation was integrated for 5000 s from an amplitude of 0.00100. The bracket is \(f''+2\eta^2Y+2\kappa k^2\), in MJ/m³; its total was formed before rounding, so it can differ by 0.1 from the sum of the rounded terms.

| \(T\) (K) | \(\eta\) | bracket | rate (s⁻¹) | final amplitude |
|---|---|---|---|---|
| 1150 | 0 | \(-175.3+0+79.0=-96.4\) | \(9.95\times10^{-5}\) | 0.001645 |
| 1150 | 0.03 | \(-175.3+308.6+79.0=212.2\) | \(-2.19\times10^{-4}\) | 0.000335 |
| 1050 | 0.03 | \(-507.9+308.6+79.0=-120.4\) | \(1.36\times10^{-4}\) | 0.001975 |

The first two rows differ only in misfit. At 1150 K, between the two spinodals, coherency turns growth into decay. Cooling to 1050 K makes the chemical curvature negative enough to restore growth. The integrated rates agree with \(r(k)\) to the digits shown. At 1050 K, \(g=-199.4\) MJ/m³, so the critical wavelength is 6.3 nm and the fastest-growing one 8.9 nm.

Formally, misfit removes the coherent spinodal altogether at \(\eta=0.108\). Composition differences of several tenths would then produce strains of several per cent, where linear elasticity is doubtful. The infinitesimal stability criterion itself does not involve such large waves, but it says nothing about large ones.

## 8. Cubic crystals and real alloys

The direction independence found in Part 2 is special to isotropy. Keep the cubic constants \(C_{11}\) and \(C_{12}\) at their isotropic values, but double \(C_{44}\), giving a Zener ratio of 2. A [100] wave involves only normal strains along the cube axes, so its energy is unchanged. The computed energy of a [111] wave is 1.448 times as large. At \(c=0.5\) its spinodal would be lowered by \(1.448\times92.8\approx134\) K instead of 93 K. Of these two directions, [100] becomes unstable first on cooling.

The model's modulus is of the size found in copper-like metals, but its molar volume is nearer that of aluminium; copper has about 7 cm³/mol. With all else fixed, that value would reduce the 93 K lowering to about 65 K. The misfit matters more, since doubling \(\eta\) to 0.06 would multiply the lowering by four, to about 370 K. The diffusivity is far from typical: self-diffusion in copper near 1100 K is roughly \(10^{-14}\) m²/s, a million times faster, which would shorten the 5000 s run to about 5 ms. Real diffusivities also fall on cooling, so the rates at the two temperatures should not be compared as a forecast. Real crystals also break the isotropy assumption. Copper has a Zener ratio of roughly 3. With its room-temperature constants, \(C_{11}\approx168\), \(C_{12}\approx121\) and \(C_{44}\approx75\) GPa, a [111] wave costs about 2.3 times as much as a [100] wave. The soft [100] waves become unstable first, and they cost only about 0.6 of what isotropic average moduli would give (0.54 with the Voigt average, 0.67 with the Reuss average). For such a metal the isotropic formula therefore overestimates the lowering of the spinodal. Real crystals have free surfaces, where the long surface waves of Part 3 cost only the fraction \((1-\nu)/2=0.35\); in the model alloy their limit at \(c=0.5\) is lowered by about 32 K instead of 93 K. Real crystals may also form misfit dislocations. Complete relief of the misfit stress would remove the whole 93 K lowering, while partial relief would remove part of it.

The numerical output below lists the model's inputs and the main computed results.

## Numbers as computed

```
Young modulus E = 120.0 GPa; Poisson ratio = 0.30
Misfit coefficient eta = 0.030 (dimensionless)
Regular-solution energy Omega = 20.0 kJ/mol
Molar volume = 10.0 cm^3/mol
Gradient coefficient kappa = 1.00e-10 J/m
Reference diffusivity in mobility = 1.00e-20 m^2/s
Y = E/(1-nu) = 171.429 GPa
Lame lambda = 69.231 GPa; mu = 46.154 GPa
Added curvature, formula = 308.571 MJ/m^3
Added curvature, random 3D field = 308.571 MJ/m^3
Added curvature, layered wave = 308.571 MJ/m^3
Added curvature per mole = 3.0857 kJ/mol
Isotropic energy ratio [111]/[100] = 1.000000
Cubic, Zener ratio 2: [111]/[100] = 1.4483
Variable modulus factor 1+0.8 dc; strain eta dc+0.01 dc^2:
  curvature/formula, amplitude 0.01 = 0.999984
  curvature/formula, amplitude 0.30 = 0.985700
c=0.5: chemical spinodal = 1202.72 K
c=0.5: coherent spinodal = 1109.94 K
c=0.5: lowering = 92.78 K
c=0.3: chemical spinodal = 1010.29 K
c=0.3: coherent spinodal = 932.35 K
c=0.3: lowering = 77.94 K
1050 K chemical spinodal: c = 0.3218 and 0.6782
1050 K coherent spinodal: c = 0.3838 and 0.6162
Formal full-suppression eta = 0.1080
1150 K, c=0.5: f'' = -175.347 MJ/m^3
1150 K, c=0.5: f''+added = 133.224 MJ/m^3
1150 K mobility = 2.6146e-30 m^5/(J s)
1050 K, c=0.5: f'' = -507.926 MJ/m^3
1050 K, c=0.5: f''+added = -199.354 MJ/m^3
1050 K mobility = 2.8636e-30 m^5/(J s)
Test wavelength = 10.0 nm; k = 6.2832e+08 1/m
Gradient curvature 2 kappa k^2 = 78.957 MJ/m^3
Run time = 5000 s; initial amplitude = 0.001000
1150 K, eta=0.00: final amplitude = 0.001645
  simulated rate = 9.9489e-05 1/s
  formula rate = 9.9495e-05 1/s
1150 K, eta=0.03: final amplitude = 0.000335
  simulated rate = -2.1902e-04 1/s
  formula rate = -2.1902e-04 1/s
1050 K, eta=0.03: final amplitude = 0.001975
  simulated rate = 1.3610e-04 1/s
  formula rate = 1.3611e-04 1/s
1050 K coherent critical wavelength = 6.293 nm
1050 K coherent fastest wavelength = 8.900 nm
```
